# Junction temperature when conductivity varies as inverse absolute temperature

## Problem

A transistor dissipates heat at the top of a crystalline substrate whose base is held at $T_0=300\ \mathrm K$. A thermal calculation with the conductivity fixed at its value $k_0$ for 300 K gives a junction rise $D=100\ \mathrm K$. The conductivity is in fact taken to follow

$$k(T)=k_0\,\frac{T_0}{T},$$

with $T$ the absolute temperature. This is a simple model of a crystal in which heat is carried by lattice vibrations that scatter more strongly as the crystal warms.

Assume that the state is steady, that the substrate is homogeneous, and that every surface other than the base is either insulated or receives a prescribed heat flux. The heat input is the same in the constant-conductivity calculation and in the true problem. Kelvin and SI units are used.

(a) Find the junction temperature $T_j$, and show that the answer needs no further knowledge of the geometry.

(b) Find the total thermal resistance $(T_j-T_0)/P$ and the differential resistance $dT_j/dP$, where $P$ is the dissipated power, both relative to the constant-conductivity resistance $R_0=D/P$.

(c) Two shortcuts use a single conductivity for the whole substrate: its value at the junction temperature, or its value at the arithmetic mean of base and junction temperatures. Solve each self-consistently and compare with (a).

## Hints

**Hint 1.** The heat equation is nonlinear because $k$ depends on $T$. Look for a function $\theta(T)$ whose gradient, multiplied by the constant $k_0$, equals $k(T)\nabla T$.

**Hint 2.** Write down the equation and the boundary conditions that $\theta$ obeys. Which problem, already solved, has the same ones?

**Hint 3.** For (b), the geometry and the pattern of heating stay fixed while $P$ changes, so $D$ is proportional to $P$.

**Hint 4.** For (c), a constant-conductivity rise is inversely proportional to the conductivity used. Each shortcut then becomes a linear equation for $T_j$.

## Full solution

### (a) The junction temperature

The heat flux density is $\mathbf j=-k(T)\nabla T$. In the steady state its divergence equals the heat $s$ generated per unit volume and time, so

$$\nabla\cdot[k(T)\nabla T]+s=0 .$$

Let $\mathbf n$ be the outward normal of a surface. The flux entering through it is $q=-\mathbf j\cdot\mathbf n$, which gives $k(T)\,\partial T/\partial n=q$. An insulated surface has $q=0$. On the base, $T=T_0$.

Define the transformed rise

$$\theta(T)=\frac1{k_0}\int_{T_0}^{T}k(T')\,dT' .$$

It has the dimension of temperature and vanishes at $T=T_0$. By the chain rule,

$$\nabla\theta=\frac{d\theta}{dT}\nabla T=\frac{k(T)}{k_0}\nabla T,
\qquad\text{so}\qquad k_0\nabla\theta=k(T)\nabla T .$$

Replacing $k(T)\nabla T$ in the heat equation and in the boundary conditions gives

$$k_0\nabla^2\theta+s=0,\qquad \theta=0\ \text{on the base},\qquad k_0\frac{\partial\theta}{\partial n}=q\ \text{elsewhere}.$$

These are the equations for the temperature rise in a substrate of constant conductivity $k_0$. To conclude that $\theta$ is that rise, we need the solution to be unique. Let $w$ be the difference of two solutions. Then $\nabla^2w=0$ inside, $w=0$ on the base and $\partial w/\partial n=0$ elsewhere. Integration by parts gives

$$\int|\nabla w|^2\,dV=\oint w\,\frac{\partial w}{\partial n}\,dA-\int w\,\nabla^2w\,dV=0 .$$

The surface term vanishes because one of its two factors is zero on each part of the surface. Hence $\nabla w=0$, so $w$ is constant, and its value on the base makes it zero. The transformed rise therefore equals the constant-conductivity rise at every point, and at the junction $\theta=D$. The shape of the substrate and the position of the heat sources enter through $D$ alone. The correspondence holds point by point: $D$ and $T_j$ refer to the same point, and a temperature averaged over a heated area is not exactly the map of the averaged rise.

For the given law,

$$\theta=\frac1{k_0}\int_{T_0}^{T}\frac{k_0T_0}{T'}\,dT'=T_0\ln\frac{T}{T_0}.$$

Dividing by $T_0$ and taking the exponential of both sides gives

$$T=T_0\,e^{\theta/T_0},\qquad\text{and at the junction}\qquad T_j=T_0\,e^{D/T_0}.$$

With the data,

$$T_j=300\ \mathrm K\times e^{100/300}=300\ \mathrm K\times1.395612=418.68\ \mathrm K .$$

The junction is at about **419 K**, or 146 °C. The true rise is 118.7 K, which exceeds the constant-conductivity rise by 18.7 K.

The expansion of the exponential shows where the excess comes from:

$$T_j=T_0+D+\frac{D^2}{2T_0}+\frac{D^3}{6T_0^2}+\dots$$

The first two terms give 400 K. The quadratic term adds 16.667 K and the cubic term 1.852 K, which brings the sum to 418.519 K. The remaining terms supply less than 0.2 K. When $D\ll T_0$, the leading correction relative to $D$ is $D/(2T_0)$.

**A direct check in a slab.** Let a slab of thickness $L$ be heated uniformly at its top by a flux $q$, and let $z$ run upward from the base. The same flux crosses every level, so

$$k_0\frac{T_0}{T}\frac{dT}{dz}=q .$$

Separating the variables and integrating from the base to height $z$ gives

$$\int_{T_0}^{T(z)}\frac{dT'}{T'}=\frac{q}{k_0T_0}\int_0^z dz',
\qquad T(z)=T_0\exp\!\left(\frac{qz}{k_0T_0}\right).$$

The constant-conductivity rise is $D=qL/k_0$, so $T(L)=T_0e^{D/T_0}$, as before. Take the round model parameters $k_0=150\ \mathrm{W/(m\,K)}$ and $L=100\ \mu\mathrm m$. The flux that gives $D=100\ \mathrm K$ is

$$q=\frac{k_0D}{L}=\frac{150\times100}{1.00\times10^{-4}}\ \mathrm{W/m^2}=1.50\times10^{8}\ \mathrm{W/m^2}.$$

Direct numerical integration of the flux equation gives 418.684 K at the top, in agreement with the formula. At mid-depth it gives 354.4 K, which is below the arithmetic mean of the end temperatures, 359.3 K. The reason is visible in $dT/dz=qT/(k_0T_0)$: the gradient grows with temperature, so the profile steepens towards the junction. There the conductivity has fallen from 150 to 107.5 W/(m K).

**Conditions on the formula.** Three of them deserve attention.

- *Reference conductivity.* $D$ must be calculated with $k(T_0)$. If a rise $D_r$ was calculated with the conductivity at another temperature $T_r$, then, because the rise is inversely proportional to the conductivity used,
$$D=D_r\,\frac{k(T_r)}{k(T_0)}=D_r\,\frac{T_0}{T_r}.$$
This corrected value belongs in the exponential.

- *Heat input.* $D$ must correspond to the heat actually dissipated in the steady state. If the power depends on the junction temperature while its spatial pattern stays fixed, then $D=R_0P(T_j)$, and $T_j=T_0\exp[R_0P(T_j)/T_0]$ has to be solved for $T_j$. Whether it has a solution depends on both the size of $P$ and its growth. A continuous, bounded $P(T_j)$ always gives one, however steep, because the right-hand side is at least $T_0$ at $T_j=T_0$ and stays finite as $T_j$ grows. A power that keeps growing can give two solutions or none: for $D=100\ \mathrm K\,[1+b(T_j-T_0)]$ there are two at $b=0.003\ \mathrm K^{-1}$, at 524 K and 1703 K, and none at $b=0.004\ \mathrm K^{-1}$, where the model has no steady state.

- *Steady state.* With heat capacity $c$ per unit volume, the heat equation acquires the term $c\,\partial T/\partial t$. Since $\partial\theta/\partial t=(k/k_0)\,\partial T/\partial t$, and $k_0/k=T/T_0$, it becomes
$$c\,\frac{T}{T_0}\frac{\partial\theta}{\partial t}=k_0\nabla^2\theta+s .$$
For constant $c$ the factor $T/T_0$ keeps this equation nonlinear, so the argument above does not carry over to a transient.

The conductivity law itself must also hold over the whole range from 300 K to 419 K. For a real device, errors in this law, in $D$ and in the base temperature all affect the final number. With the same $k_0$ and $D$, a conductivity proportional to $T^{-1.3}$, which is closer than $1/T$ to the measured behaviour of silicon in this range, would give 426 K. With the $1/T$ law, a value of $D$ larger by 5% would also give 426 K.

### (b) The two thermal resistances

For a fixed pattern of heating, $D=R_0P$ with constant $R_0$. The total resistance relative to $R_0$ is

$$\frac{(T_j-T_0)/P}{D/P}=\frac{T_j-T_0}{D}=\frac{118.684}{100}=1.187 .$$

The differential resistance follows from differentiating $T_j=T_0e^{R_0P/T_0}$:

$$\frac{dT_j}{dP}=T_0\cdot\frac{R_0}{T_0}\,e^{R_0P/T_0}=R_0\,e^{D/T_0}=1.396\,R_0 .$$

A numerical derivative, obtained by changing the slab flux slightly up and down, gives the same ratio, 1.3956.

The two ratios answer different questions. The total resistance gives the whole rise for the whole power. The differential resistance gives the additional rise for a small additional power, and it is the larger of the two because extra heat also lowers the conductivity through which the existing heat flows. For small $D/T_0$ the expansions are

$$\frac{T_j-T_0}{D}=1+\frac{D}{2T_0}+\dots,\qquad
\frac1{R_0}\frac{dT_j}{dP}=1+\frac{D}{T_0}+\dots,$$

so to leading order the differential resistance is raised by twice as much as the total resistance.

### (c) The two shortcuts

If the whole substrate is given the conductivity $k(T_j)$, the rise is $D\,k_0/k(T_j)=D\,T_j/T_0$. Therefore

$$T_j-T_0=D\,\frac{T_j}{T_0}
\quad\Rightarrow\quad T_j\left(1-\frac D{T_0}\right)=T_0
\quad\Rightarrow\quad T_j=\frac{T_0}{1-D/T_0}=450\ \mathrm K .$$

This overstates the junction temperature by about 31 K, because it assigns the low conductivity of the hottest point to all the cooler material. It also diverges as $D\to T_0$. In the present model that divergence is a product of the shortcut: the correct expression gives $T_j=e\,T_0$ at $D=T_0$, which is finite. The finiteness at every $D$ belongs to the $1/T$ law. For a conductivity proportional to $T^{-1.3}$, the transformed rise $\theta=(T_0/0.3)\,[1-(T/T_0)^{-0.3}]$ cannot exceed $T_0/0.3$, so the exact $T_j$ itself diverges, at $D=1000\ \mathrm K$.

If the conductivity is taken at the mean temperature $(T_j+T_0)/2$, then

$$T_j-T_0=D\,\frac{T_j+T_0}{2T_0}.$$

Collecting the terms in $T_j$ on the left gives

$$T_j\left(1-\frac{D}{2T_0}\right)=T_0\left(1+\frac{D}{2T_0}\right),
\qquad T_j=T_0\,\frac{1+D/(2T_0)}{1-D/(2T_0)}=420\ \mathrm K .$$

This is 1.3 K too high. To see why it is so close, set $x=D/T_0$ and expand:

$$\frac{1+x/2}{1-x/2}=1+x+\frac{x^2}{2}+\frac{x^3}{4}+\dots,\qquad
e^x=1+x+\frac{x^2}{2}+\frac{x^3}{6}+\dots$$

The two agree through second order. The first difference is $T_0x^3/12$, or 0.9 K here, and higher terms supply the rest.

## Variation 1: an interface resistance

**Question.** In the uniformly heated slab, halve the substrate thickness and add an interface whose resistance does not depend on temperature. Choose it so that substrate and interface each contribute $D/2=50\ \mathrm K$ to the constant-conductivity rise at the same flux $q$. Find $T_j$ when the interface lies (i) between the heat sink and the substrate, and (ii) between the substrate and the junction.

**Solution.** The interface resistance for unit area is

$$R_i=\frac{D/2}{q}=\frac{50\ \mathrm K}{1.50\times10^8\ \mathrm{W/m^2}}=3.33\times10^{-7}\ \mathrm{m^2\,K/W}.$$

The temperature jump across it is $qR_i=50\ \mathrm K$ at any temperature. This jump is fixed in $T$, not in $\theta$, so the single exponential cannot be applied to the total rise $D$. The substrate is integrated separately. Between its bottom temperature $T_b$ and its top temperature $T_t$,

$$\ln\frac{T_t}{T_b}=\frac{q(L/2)}{k_0T_0}=\frac{D}{2T_0}=\frac16 .$$

The denominator contains $T_0$ even when $T_b\neq T_0$, because the constant in the conductivity law is the product $k_0T_0$.

(i) With the interface below the substrate, $T_b=T_0+D/2=350\ \mathrm K$, and the junction is at the top of the substrate:

$$T_j=\left(T_0+\frac D2\right)e^{D/(2T_0)}=350\ \mathrm K\times e^{1/6}=413.5\ \mathrm K .$$

(ii) With the interface above the substrate, $T_b=T_0$. The substrate reaches $300\ \mathrm K\times e^{1/6}=354.4\ \mathrm K$, and the jump is added afterwards:

$$T_j=T_0\,e^{D/(2T_0)}+\frac D2=354.4\ \mathrm K+50\ \mathrm K=404.4\ \mathrm K .$$

Constant conductivity would give 400 K for both arrangements. With the $1/T$ law the order matters. An interface below the substrate multiplies the absolute temperature at every level of it by 350/300, which means 50 K more at the bottom and 59 K more at the top, and so lowers its conductivity, while an interface above leaves the substrate temperature unchanged. Subtracting the two results gives the difference

$$\frac D2\left(e^{D/(2T_0)}-1\right)=9.1\ \mathrm K .$$

Both temperatures lie below the 418.7 K of part (a), since half of the resistance no longer increases with temperature.

## Variation 2: a strip heater

**Question.** Heat now enters the top of the substrate through a long strip of half-width $a=20\ \mu\mathrm m$. By symmetry it suffices to treat $0\le x\le L$, with the strip centre at $x=0$, insulated sides, and thickness $L=100\ \mu\mathrm m$. What flux gives a constant-conductivity rise of 100 K at the strip centre, and what is the true temperature there?

**Solution.** The constant-conductivity rise obeys $\nabla^2\theta=0$, vanishes at $z=0$, and has $\partial\theta/\partial x=0$ at $x=0$ and $x=L$. Separation of variables gives

$$\theta=A_0z+\sum_{n=1}^{\infty}A_n\cos\frac{n\pi x}{L}\,\sinh\frac{n\pi z}{L}.$$

At the top, $\partial\theta/\partial z$ equals $q/k_0$ for $x<a$ and zero for $x>a$. The cosine series of this step has the mean value $(q/k_0)\,a/L$ and the coefficients

$$\frac{q}{k_0}\,\frac2L\int_0^a\cos\frac{n\pi x}{L}\,dx=\frac{q}{k_0}\,\frac{2\sin(n\pi a/L)}{n\pi}.$$

Differentiating the series for $\theta$ at $z=L$ produces the coefficients $A_0$ and $A_n(n\pi/L)\cosh n\pi$. Equating the two sets gives

$$A_0=\frac{q}{k_0}\frac aL,\qquad
A_n=\frac{q}{k_0}\,\frac{2L\sin(n\pi a/L)}{(n\pi)^2\cosh n\pi}.$$

At $x=0$, $z=L$ the rise is therefore $D=q\ell/k_0$, with the effective length

$$\ell=a+2L\sum_{n=1}^{\infty}\frac{\sin(n\pi a/L)\tanh n\pi}{(n\pi)^2}=38.7\ \mu\mathrm m .$$

The required flux is $q=k_0D/\ell=3.88\times10^8\ \mathrm{W/m^2}$. This is 2.6 times the slab flux, because heat from the strip spreads sideways. The strip covers one fifth of the surface, however, so the total heat is only about 0.52 of that in the uniformly heated slab.

Part (a) applies without change: since $D=100\ \mathrm K$, the strip centre is again at 419 K. A finite-volume solution of the original nonlinear equation, made without the transformation, tests this. With 50 grid intervals in each direction it gives 418.61 K at the strip centre, and the constant-conductivity solution on the same grid gives 399.95 K instead of 400 K. That shortfall of 0.053 K, multiplied by the slope $e^{D/T_0}=1.396$ of the exponential map, accounts to within 0.001 K for the 0.074 K missing from the nonlinear result; the remainder is of the size of the deviation from the map given next.

The whole temperature field can be compared as well. The largest deviation between the nonlinear field and the exponential map of the constant-conductivity field is 0.00325 K with 25 intervals and 0.00083 K with 50. Halving the grid spacing reduces it by a factor of about four, as expected for a discretization error of second order. The numerical output following this sheet lists the values used.

## Values computed for the example and the checks

```
Base temperature T0: 300.0 K
Constant-conductivity rise D: 100.0 K
Ratio D/T0: 0.333333
Factor exp(D/T0): 1.395612
Junction temperature, formula: 418.684 K
Junction temperature in Celsius: 145.53 deg C
True rise Tj - T0: 118.684 K
Excess over constant-conductivity result: 18.684 K
Second-order term D^2/(2 T0): 16.667 K
Third-order term D^3/(6 T0^2): 1.852 K
Conductivity at base k0: 150.0 W/(m K)
Conductivity at junction: 107.48 W/(m K)
Substrate thickness: 100.0 micrometre
Slab heat flux: 1.5000e+08 W/m^2
Slab junction, direct integration: 418.684 K
Slab mid-depth, direct integration: 354.408 K
Total resistance / constant-k value: 1.1868
Differential resistance / constant-k value: 1.3956
Shortcut, k at junction temperature: 450.000 K
Shortcut, k at mean temperature: 420.000 K
Interface resistance for half of D: 3.3333e-07 m^2 K/W
Junction, interface below substrate: 413.476 K
Junction, interface above substrate: 404.408 K
Strip heater half-width: 20.0 micrometre
Strip effective length k0*D/q: 38.675 micrometre
Strip heat flux: 3.8785e+08 W/m^2
Strip peak, constant k, 50 intervals: 399.947 K
Strip peak, k = k0*T0/T, 50 intervals: 418.610 K
Largest field deviation from map, 25 intervals: 0.00325 K
Largest field deviation from map, 50 intervals: 0.00083 K
```
